# Total energy of six noninteracting electrons in a parabolic quantum dot

## Problem

Electrons in a flat semiconductor quantum dot move in the plane under the potential

\[
V(x,y)=\tfrac12 m\omega^2(x^2+y^2),\qquad \hbar\omega = 50\ \text{meV},
\]

where \(m\) is the effective mass. There is no magnetic field.

(a) Six electrons that do not interact with each other occupy the dot in its ground state. Show that their total energy, counted from the minimum of \(V\), is 0.50 eV.

(b) The dot is slightly elongated, so that the two directions have different frequencies \(\omega_x\) and \(\omega_y\). When does the answer survive?

(c) Take rough typical values for an InAs dot in GaAs: \(m=0.06\) electron masses and relative permittivity \(\varepsilon_r=13\). Find the Coulomb repulsion to first order, and bound the ground-state energy of the interacting electrons in the same parabola.

(d) Estimate the effects of a finite lateral depth of 300 meV, of temperature, and of vertical confinement in a layer 5 nm thick.

## Solution

### (a) Levels, filling and total

The Hamiltonian of one electron is a sum \(H=H_x+H_y\), with

\[
H_x=-\frac{\hbar^2}{2m}\frac{d^2}{dx^2}+\frac12m\omega^2x^2 .
\]

Let \(l=\sqrt{\hbar/(m\omega)}\) and \(\xi=x/l\). Since \(\hbar^2/(ml^2)=m\omega^2l^2=\hbar\omega\),

\[
H_x=\frac{\hbar\omega}{2}\left(\xi^2-\frac{d^2}{d\xi^2}\right).
\]

Define

\[
a=\frac{1}{\sqrt2}\left(\xi+\frac{d}{d\xi}\right),\qquad
a^\dagger=\frac{1}{\sqrt2}\left(\xi-\frac{d}{d\xi}\right).
\]

The product rule gives \(\frac{d}{d\xi}\xi-\xi\frac{d}{d\xi}=1\). Keeping the order of the factors,

\[
a^\dagger a=\frac12\left(\xi^2-\frac{d^2}{d\xi^2}+\xi\frac{d}{d\xi}-\frac{d}{d\xi}\xi\right)
=\frac12\left(\xi^2-\frac{d^2}{d\xi^2}-1\right).
\]

In \(aa^\dagger\) the two mixed terms have the opposite sign, so \(-1\) becomes \(+1\). Therefore

\[
H_x=\hbar\omega\left(a^\dagger a+\tfrac12\right),\qquad aa^\dagger-a^\dagger a=1 .
\]

Let \(\psi\) be normalized, with \(a^\dagger a\psi=\nu\psi\). Then \(\nu=\langle\psi|a^\dagger a|\psi\rangle=\|a\psi\|^2\ge0\). The commutator gives

\[
a^\dagger a\,(a\psi)=(aa^\dagger-1)a\psi=a(a^\dagger a)\psi-a\psi=(\nu-1)\,a\psi .
\]

So \(a\) lowers the eigenvalue by one. Repeated lowering would reach negative values, which are forbidden, unless some state is turned into zero. That happens when the eigenvalue is 0, so \(\nu\) must be a non-negative integer. The lowest state obeys \(a\psi=0\), or \(\psi'=-\xi\psi\), whose one solution up to a factor is \(e^{-\xi^2/2}\). In the same way \(a^\dagger\) raises the eigenvalue by one, and \(\|a^\dagger\psi\|^2=\nu+1\) is never zero, so every integer occurs. No level is degenerate: for \(\nu\ge1\) lowering turns no state into zero, so two independent states at one level would give two at the level below, and finally two at \(\nu=0\).

Adding both directions,

\[
E_{n_xn_y}=\hbar\omega(n_x+n_y+1),\qquad n_x,n_y=0,1,2,\dots
\]

The shell \(N=n_x+n_y\) contains the \(N+1\) choices \(n_x=0,\dots,N\). With two spin directions it holds \(2(N+1)\) electrons:

| Shell | Energy per electron | Places |
|---|---|---|
| \(N=0\) | 50 meV | 2 |
| \(N=1\) | 100 meV | 4 |
| \(N=2\) | 150 meV | 6 |

Without interaction the total energy is the sum of the energies of the occupied states, and the Pauli principle allows one electron in each state of given orbital and spin. The lowest sum is reached by filling the six lowest states. These complete the first two shells, so the ground state is unique:

\[
E=2(50\ \text{meV})+4(100\ \text{meV})=500\ \text{meV}=0.50\ \text{eV}.
\]

In general form \(E=10\,\hbar\omega\). The mass does not appear separately: at fixed \(\hbar\omega\), a lighter electron spreads over a wider region but has the same levels.

The reference point matters. Each electron carries a zero-point energy \(\hbar\omega\), half from each direction. Counted from the lowest level instead of the potential minimum, the total would be \(500-6\times50=200\) meV. The dimension matters too. A one-dimensional oscillator has levels at 25, 75 and 125 meV with two places each, and six electrons would have \(2(25+75+125)=450\) meV.

### (b) An elongated dot

With different frequencies the levels are

\[
E_{n_xn_y}=\hbar\omega_x\left(n_x+\tfrac12\right)+\hbar\omega_y\left(n_y+\tfrac12\right).
\]

If the orbitals \((0,0)\), \((1,0)\) and \((0,1)\) remain the three lowest, \(\omega_x\) enters with the factors \(\tfrac12,\tfrac32,\tfrac12\), and \(\omega_y\) with \(\tfrac12,\tfrac12,\tfrac32\). Two electrons in each orbital give

\[
E=2\cdot\tfrac52\,\hbar\omega_x+2\cdot\tfrac52\,\hbar\omega_y=5\hbar(\omega_x+\omega_y).
\]

The total depends on the mean frequency alone. For quanta of 48 and 52 meV the second shell splits by 4 meV, but the total is still \(5(48+52)=500\) meV.

Let \(\omega_x<\omega_y\). The filling changes when \((2,0)\) falls below \((0,1)\):

\[
\tfrac52\omega_x+\tfrac12\omega_y<\tfrac12\omega_x+\tfrac32\omega_y
\quad\Longleftrightarrow\quad \omega_y>2\omega_x .
\]

Quanta of 30 and 70 meV have the same mean but pass this limit. The three lowest orbitals are then \((0,0)\), \((1,0)\) and \((2,0)\), at 50, 80 and 110 meV, and the total is \(2(50+80+110)=480\) meV.

### (c) Coulomb repulsion

Measure lengths in units of \(l\). The three occupied orbitals of the round dot are

\[
s=\frac{e^{-r^2/2}}{\sqrt\pi},\qquad p_x=\sqrt2\,x\,s,\qquad p_y=\sqrt2\,y\,s .
\]

The last two follow from applying \(a^\dagger\) once to the lowest state. To first order the repulsion is its mean value in the noninteracting ground state, which is an antisymmetrized product. Two electrons in states \(a\) and \(b\) have the pair density \(\tfrac12|\phi_a(1)\phi_b(2)-\phi_b(1)\phi_a(2)|^2\). The squares give the product of densities. The cross term is an exchange term, which vanishes for opposite spins. Summed over all pairs, the repulsion is

\[
E_C=\frac{C}{2}\iint\frac{P(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^2r\,d^2r',\qquad
C=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r l},
\]

\[
P=n(\mathbf r)n(\mathbf r')-\tfrac12\rho(\mathbf r,\mathbf r')^2 .
\]

Here \(\rho(\mathbf r,\mathbf r')=2\sum\phi(\mathbf r)\phi(\mathbf r')\) runs over the three orbitals, and \(n(\mathbf r)=\rho(\mathbf r,\mathbf r)\). Each spin contributes \((\rho/2)^2\) to the exchange term, and two spins give \(\rho^2/2\). Inserting the orbitals,

\[
\rho=\frac2\pi e^{-(r^2+r'^2)/2}(1+2\,\mathbf r\cdot\mathbf r'),\qquad
n=\frac2\pi e^{-r^2}(1+2r^2).
\]

Introduce \(\mathbf R=(\mathbf r+\mathbf r')/2\) and \(\mathbf u=\mathbf r-\mathbf r'\), for which \(d^2r\,d^2r'=d^2R\,d^2u\). Then

\[
r^2+r'^2=2R^2+\tfrac12u^2,\qquad \mathbf r\cdot\mathbf r'=R^2-\tfrac14u^2,
\]
\[
r^2r'^2=\left(R^2+\tfrac14u^2\right)^2-(\mathbf R\cdot\mathbf u)^2 .
\]

The pair function becomes \(P=(4/\pi^2)\,e^{-2R^2-u^2/2}\,Q\), with

\[
Q=(1+2r^2)(1+2r'^2)-\tfrac12(1+2\,\mathbf r\cdot\mathbf r')^2 .
\]

In polar coordinates \(d^2u/u=du\,d\varphi\), so the Coulomb denominator cancels. The Gaussian weights integrate to

\[
\int e^{-2R^2}d^2R=\frac\pi2,\qquad
\int_0^{2\pi}\!d\varphi\int_0^\infty\! e^{-u^2/2}du=2\pi\sqrt{\frac\pi2}.
\]

Averages with these weights are \(\langle R^2\rangle=\tfrac12\), \(\langle R^4\rangle=\tfrac12\), \(\langle u^2\rangle=1\) and \(\langle u^4\rangle=3\). The angular average of \(\cos^2\) is \(\tfrac12\), so \(\langle(\mathbf R\cdot\mathbf u)^2\rangle=\tfrac12\cdot\tfrac12\cdot1=\tfrac14\). Hence

\[
\langle r^2+r'^2\rangle=1+\tfrac12=\tfrac32,\qquad
\langle r^2r'^2\rangle=\tfrac12+\tfrac14+\tfrac3{16}-\tfrac14=\tfrac{11}{16},
\]
\[
\langle\mathbf r\cdot\mathbf r'\rangle=\tfrac12-\tfrac14=\tfrac14,\qquad
\langle(\mathbf r\cdot\mathbf r')^2\rangle=\tfrac12-\tfrac14+\tfrac3{16}=\tfrac7{16}.
\]

Expanding the products in \(Q\),

\[
\langle Q\rangle=\left(1+2\cdot\tfrac32+4\cdot\tfrac{11}{16}\right)-\tfrac12\left(1+4\cdot\tfrac14+4\cdot\tfrac7{16}\right)
=\tfrac{27}{4}-\tfrac{15}{8}=\tfrac{39}{8}.
\]

The factors in front combine to \(\tfrac12\cdot\frac4{\pi^2}\cdot\frac\pi2\cdot2\pi\sqrt{\pi/2}=2\sqrt{\pi/2}\), and therefore

\[
E_C=\frac{39}{4}\sqrt{\frac\pi2}\;\frac{e^2}{4\pi\varepsilon_0\varepsilon_r l}.
\]

For the given dot \(l=5.04\) nm and \(C=21.98\) meV. The coefficient is 12.22, so \(E_C=12.22\times21.98=268.6\) meV, or about 0.27 eV. This is 54% of the noninteracting total.

Two bounds follow for the interacting ground-state energy \(E_{\rm int}\) in this parabola, with a constant permittivity. No six-electron state has a mean noninteracting energy below \(E\), and the repulsion adds a positive amount. The filled-shell state, used as a trial state, cannot lie below the true ground state. Thus

\[
0.50\ \text{eV}<E_{\rm int}\le0.77\ \text{eV}.
\]

At fixed mass and permittivity \(E_C\propto1/l\propto\sqrt\omega\), while \(E\propto\omega\). The ratio \(E_C/E\) falls as \(1/\sqrt\omega\): four times the level spacing would halve it.

### (d) Depth, temperature and thickness

**Finite depth.** Replace the parabola by a well of depth \(V_0\) with the same curvature at the bottom:

\[
V_0\left(1-e^{-V/V_0}\right)=V-\frac{V^2}{2V_0}+\dots
\]

In units of \(l\), \(V=\tfrac12\hbar\omega r^2\), so the leading shift per electron is \(-(\hbar\omega)^2\langle r^4\rangle/(8V_0)\). With \(t=r^2\), the first shell has \(\langle r^4\rangle=\int_0^\infty t^2e^{-t}dt=2\). In the second shell the angle-averaged density has an extra factor \(r^2\), and \(\langle r^4\rangle=\int_0^\infty t^3e^{-t}dt=6\). The sum over six electrons is \(2\cdot2+4\cdot6=28\), which gives

\[
\Delta E\approx-\frac{28}{8}\frac{(\hbar\omega)^2}{V_0}=-3.5\,\frac{(50\ \text{meV})^2}{300\ \text{meV}}=-29.2\ \text{meV}.
\]

Numerical diagonalization of this well gives \(-29.9\) meV, a lowering of 6% relative to 500 meV. The softer walls bring the first two levels to 47.9 and 93.6 meV. Their distance is then 45.7 meV, so the comparison holds the curvature fixed, not the observed spacing.

**Temperature.** Keep six noninteracting electrons in the unbounded parabola. The first excited energy is \(\hbar\omega\) higher and is reached by moving one of four second-shell electrons into one of six places in the third shell, in 24 ways. An electron from the first shell cannot move up by one shell, since the second is full; if a place there is vacated as well, the cost is at least \(2\hbar\omega\). With \(x=e^{-\hbar\omega/kT}\), the low-temperature mean excess energy is

\[
\langle\Delta E\rangle\approx\hbar\omega\,\frac{24x}{1+24x}.
\]

At 77 K, \(kT=6.64\) meV and the formula gives 0.63 meV. Counting the higher excitations as well gives 0.64 meV, and the ground state has a probability of 99%. At 300 K, \(kT=25.9\) meV is half the level spacing, and the many excited configurations outweigh the single ground state. Its probability drops to 10%, and the mean energy rises by 97 meV to about 0.60 eV. The value 0.50 eV therefore belongs to a cold dot. These thermal figures hold only without repulsion. For the parameters of (c), repulsion splits the 24 excited states and brings the lowest of them, a spin triplet, to less than 40 meV above the ground state.

**Vertical confinement.** Between hard walls a distance \(L\) apart, the lowest wave is half a wavelength, with wave number \(\pi/L\). Using \(\hbar^2/m=\hbar\omega\,l^2\),

\[
E_z=\frac{\pi^2\hbar^2}{2mL^2}=\frac{\pi^2(50\ \text{meV})(5.04\ \text{nm})^2}{2(5\ \text{nm})^2}\approx251\ \text{meV}.
\]

For six electrons this is 1.5 eV, three times the in-plane total. It is a common offset and is not part of the energy asked for in (a). The thickness also softens the repulsion, because electrons can be apart in height as well: averaged over the lowest hard-wall wave, the first-order value from (c) falls from 269 to about 247 meV. Between hard walls the next vertical level has twice the wave number and lies \(3E_z\approx750\) meV higher. Barriers of finite height let the wave leak out and lower both numbers, so 251 meV per electron is an upper estimate for this thickness and mass. With barriers of 500 meV and the same mass outside, matching the waves at the walls puts the lowest level at about 116 meV and the next one about 294 meV above it. This is still well above the 50 meV spacing, which supports the two-dimensional description.

### The model and a real dot

The parameters are rough values for self-assembled InAs dots in GaAs, where a shell spacing of some tens of meV is typical. Of the in-plane assumptions examined here, the neglect of repulsion fails most seriously: to first order it adds 0.27 eV, against a lowering of 0.03 eV from the finite depth and no change from a 4 meV splitting at fixed mean. The figure of 0.50 eV is thus the energy of the model without repulsion, not the work needed to charge a real dot with six electrons. Strain, the energy dependence of the mass and image charges are not included in these estimates. The numerical output below lists the main values for this example.

## Computed values

```
Input level spacing: 50.0 meV
Input effective mass: 0.06 electron masses
Input relative permittivity: 13.0 (no unit)
Input lateral depth: 300 meV
Input thickness: 5.0 nm
Input second-shell splitting: 4.0 meV
Six lowest orbital energies from grid: [ 50. 100. 100. 150. 150. 150.] meV
Energy of two first-shell electrons: 100.0 meV
Energy of four second-shell electrons: 400.0 meV
Total energy of six electrons: 500.0 meV = 0.50 eV
Total with half the mass: 500.0 meV
Ground configurations: 1; first excited: 24
Wrong total without zero-point energy: 200.0 meV
Wrong total from one-dimensional filling: 450.0 meV
Weakly anisotropic quanta: 48.0 and 52.0 meV
Weakly anisotropic total: 500.0 meV
Strongly anisotropic quanta: 30.0 and 70.0 meV
Strongly anisotropic total: 480.0 meV
Oscillator length l: 5.04 nm
Coulomb energy unit at distance l: 21.98 meV
Number of electron pairs from pair function: 15.000
First-order Coulomb coefficient: 12.2198 (no unit)
First-order Coulomb energy: 268.6 meV
Coulomb energy / noninteracting total: 0.537
Upper bound with repulsion: 768.6 meV
Finite-depth first and second levels: 47.89, 93.58 meV
Finite-depth total shift, diagonalized: -29.9 meV
Finite-depth total shift, leading law: -29.2 meV
Thermal energy kT at 77 K and 300 K: 6.64, 25.85 meV
Mean thermal excess at 77 K: 0.636 meV
Low-temperature estimate at 77 K: 0.633 meV
Ground-state probability at 77 K: 0.9873
Mean thermal excess at 300 K: 96.6 meV
Ground-state probability at 300 K: 0.0987
Hard-wall vertical energy per electron: 250.7 meV
Hard-wall vertical energy for six electrons: 1504 meV
Hard-wall distance to next vertical subband: 752 meV
```
